# Direction-dependent optical phonons from Born charges and electronic permittivity

## What goes wrong without the field

Displace the two sublattices of a cubic polar crystal against each other, repeat the displacement in every cell, and compute the forces with periodic boundary conditions. The electrostatic potential is then periodic, so the average electric field is zero. The resulting force constants give three optical modes of equal frequency. With the round NiO-like parameters used below, all three lie at 50 meV. A long longitudinal wave in a large crystal has a field that does not average to zero over a single cell, however, and its phonon energy is 73 meV. The zero-field calculation has answered a different electrical question. The missing force follows from two linear responses: the Born charges and the electronic permittivity.

## Setting and conventions

The crystal is an insulator with harmonic nuclei, and its electrons follow them adiabatically. Atomic units are used in the algebra, with Gaussian electrostatics: $D=E+4\pi P$. The cell volume is $\Omega$. Ion $k$ has mass $M_k$ and displacement $u_{kb}$, where $b$ is a Cartesian index. A wave has the form $u_k e^{iq\cdot(R+r_k)}$ and travels along the unit vector $n=q/|q|$. Omitting $r_k$ from the phase would multiply matrix blocks by factors that tend to one as $q\to0$, so the limit is the same.

Three quantities are defined at fixed cell shape:

- $C^0$ is the force-constant matrix at zero macroscopic field.
- $Z_{k,ab}=\Omega\,\partial P_a/\partial u_{kb}$ at zero field is the Born charge tensor. The polarization index comes first, and $Z$ need not be symmetric.
- $\varepsilon^\infty$ is the permittivity with the nuclei clamped.

All displacements are collected in one column $u$, so that $(Zu)_a=\sum_{kb}Z_{k,ab}u_{kb}$.

The limit $q\to0$ means a wavelength long against the cell but short against both the sample and the light wavelength at the phonon frequency. At $q=0$ itself no direction $n$ is defined, and the sample's shape and electrical boundaries decide the field.

## Forces and displacement field

To second order, the electric enthalpy per cell is

$$F=\tfrac12u^TC^0u-E^TZu-\frac{\Omega}{8\pi}E^T\varepsilon^\infty E .$$

The first term is the elastic energy at zero field, the second couples the field to the ionic polarization, and the third contains the electronic and vacuum response. Differentiation gives

$$f=-\frac{\partial F}{\partial u}=-C^0u+Z^TE,\qquad
D=-\frac{4\pi}{\Omega}\frac{\partial F}{\partial E}=\varepsilon^\infty E+\frac{4\pi}{\Omega}Zu .$$

One mixed derivative of $F$ appears in both equations. The tensor that measures polarization per displacement therefore also measures force per field. For a slowly varying wave the same linear relations hold between complex amplitudes, with corrections that vanish as $q\to0$.

## The field of a long wave

Without retardation, $\nabla\times E=0$. For a plane wave this means $q\times E=0$, hence $E=n\mathcal E$. Without free charge, $\nabla\cdot D=0$, hence $n\cdot D=0$. Inserting $D$,

$$0=(n^T\varepsilon^\infty n)\,\mathcal E+\frac{4\pi}{\Omega}n^TZu
\quad\Rightarrow\quad
\mathcal E=-\frac{4\pi}{\Omega}\frac{n^TZu}{n^T\varepsilon^\infty n}.$$

The minus sign shows that the field opposes the ionic polarization. Substitution in the force gives $f=-C(n)u$ with

$$C(n)=C^0+\frac{4\pi}{\Omega}\frac{Z^Tn\,n^TZ}{n^T\varepsilon^\infty n}.$$

In components, the added term is

$$\Delta C_{kb,k'b'}=\frac{4\pi}{\Omega}
\frac{\left(\sum_a n_aZ_{k,ab}\right)\left(\sum_{a'}n_{a'}Z_{k',a'b'}\right)}{\sum_{aa'}n_a\varepsilon^\infty_{aa'}n_{a'}} .$$

Division by $\sqrt{M_kM_{k'}}$ gives the dynamical matrix. The length of $q$ has cancelled and its direction has not, so the limit differs from one direction to another. This is why the term is called non-analytic.

The added energy is $\tfrac12u^T\Delta C\,u=(2\pi/\Omega)(n^TZu)^2/(n^T\varepsilon^\infty n)$. This equals $\Omega\,(n^T\varepsilon^\infty n)\mathcal E^2/8\pi$, the energy of the field in the electronically polarizable medium. It is never negative.

## The same term in a lattice of polarizable ions

The argument above treats the field macroscopically. A microscopic model shows where it sits in the Coulomb sum. Let ions carry charges $Q_k$ and induced dipoles $p_k$, with every ion at a centre of inversion so that no static dipoles arise. At zero macroscopic field write the energy as

$$\tfrac12u^TK_0u+p^TB_0u+\tfrac12p^TA_0p .$$

Here $K_0$ contains springs and Coulomb forces, $B_0$ is the coupling of dipoles to displacements, and $A_0$ contains the inverse polarizabilities and the dipole interaction. In the reciprocal-space sum, the term with reciprocal vector $G=0$ is the macroscopic field. As $q\to0$ it adds $\tfrac12cs^2$, where

$$c=\frac{4\pi}{\Omega},\qquad s=h^T(Qu+p),\qquad h_{ka}=n_a .$$

First set $c=0$. The dipoles minimize the energy at $p=-A_0^{-1}B_0u$, so $C^0=K_0-B_0^TA_0^{-1}B_0$ and $n^TZ=h^T(Q-A_0^{-1}B_0)$. With clamped ions a uniform field along $n$ induces $p=A_0^{-1}h\mathcal E$, so $n^T\varepsilon^\infty n=1+c\,h^TA_0^{-1}h$.

Now restore $c$. Minimization over $p$ gives

$$A_0p+B_0u+cs\,h=0,\qquad p=-A_0^{-1}B_0u-cs\,A_0^{-1}h .$$

Inserting $p$ in the definition of $s$,

$$s=n^TZu-s\,(n^T\varepsilon^\infty n-1)
\quad\Rightarrow\quad s=\frac{n^TZu}{n^T\varepsilon^\infty n}.$$

The derivative of the energy with respect to $u$ is

$$K_0u+B_0^Tp+cs\,Qh=C^0u+cs\,(Q-B_0^TA_0^{-1})h=C^0u+cs\,Z^Tn .$$

This is $C(n)u$. The division by $\varepsilon^\infty$ is the dipoles' response to the field that they help to make.

A triclinic crystal tests the full tensor formula. Its lattice vectors are $(7,0,0)$, $(1,7.5,0)$ and $(0.6,-0.9,8.2)$ bohr. Ions at $(0,0,0)$, $(\frac12,\frac12,0)$ and $(\frac12,0,\frac12)$, in lattice coordinates, have charges $2$, $-0.8$, $-1.2$, polarizabilities 8, 10, 6 bohr³ and masses 40, 16, 24 u. Springs equally stiff in all directions, with constants 0.08, 0.10 and 0.07 hartree/bohr², join pairs 1–2, 1–3 and 2–3 along plus and minus their separations. The Coulomb sum was evaluated at $q=2\times10^{-5}$ bohr⁻¹ along $(0.3,-0.5,0.8)$ and compared with the formula built from zero-field responses. The largest difference in any force constant was $9.3\times10^{-10}$ a.u. Exchanging the two indices of each Born tensor raised it to $2.0\times10^{-3}$ a.u., so the index order matters here.

Halving $q$ from 0.01 to 0.005 bohr⁻¹ reduced the difference by a factor of 3.999, as expected of a remainder of order $q^2$. Inversion at every site makes the force constants even in $q$ and removes the linear term. Without that symmetry a linear remainder is allowed.

## Which modes move

Let $D^0$ be the mass-weighted $C^0$, with eigenvalues $\lambda_i=\omega_i^2$ and orthonormal eigenvectors $e_i$. Define $v_{kb}=(Z^Tn)_{kb}/\sqrt{M_k}$, $v_i=e_i^Tv$ and $g=4\pi/(\Omega\,n^T\varepsilon^\infty n)$. The eigenvalue equation is

$$(D^0-\lambda)x+g\,v\,(v^Tx)=0 .$$

When $\lambda$ is not a zero-field eigenvalue, solve for $x$, multiply by $v^T$ and divide by $v^Tx$:

$$\phi(\lambda)\equiv1+g\sum_i\frac{v_i^2}{\lambda_i-\lambda}=0 .$$

A mode with $v_i=0$ has no longitudinal polarity and keeps its frequency. Between neighbouring distinct poles, $\phi$ rises from $-\infty$ to $+\infty$ and crosses zero once. Below the lowest pole it is positive; above the highest it rises from $-\infty$ to 1 and crosses once more. Only modes with $v_i\neq0$ give poles. Each root therefore lies above its pole and below the next pole, but it may pass the frequency of a mode with $v_i=0$. In the cubic example below, with one polarization raised from 50 to 53 meV and $q$ normal to it, a 50 meV mode rises to 73 meV and passes the 53 meV mode. Listed in increasing order, each squared frequency still stays or rises and does not exceed the next zero-field value in the list. Among degenerate modes, one combination can carry all the polarity and the others stay put.

In the triclinic crystal the top mode moves from 100.334 meV to 100.335, 100.335 and 100.479 meV for $q$ along $x$, $y$ and $z$. These small shifts do not show that the field term is weak. At the top root $\lambda$, all lower poles contribute negatively to $\phi$, so $gv_{\rm top}^2\le\lambda-\lambda_{\rm top}$. They show that this one mode has little polarity along these axes. In low symmetry, a mode generally has mixed longitudinal and transverse character, and a strict LO or TO label needs a suitable symmetry and direction.

## Neutral cells and acoustic modes

Moving every ion by the same amount carries a neutral crystal along rigidly. It creates no restoring force and no polarization at zero field, so $\sum_kZ_k=0$. The field term then vanishes for a uniform translation, and the acoustic modes remain at zero frequency.

Numerical Born charges may break this rule. Take a diatomic cubic crystal with longitudinal charges $Z$ and $-Z+\delta$, zero-field constant $\kappa=\mu\omega_T^2$ and reduced mass $\mu$. Let $c'=4\pi/(\Omega\varepsilon^\infty)$. The longitudinal force-constant matrix is

$$\begin{pmatrix}\kappa+c'Z^2&-\kappa+c'Z(-Z+\delta)\\-\kappa+c'Z(-Z+\delta)&\kappa+c'(-Z+\delta)^2\end{pmatrix}.$$

In its determinant the terms in $\kappa^2$ and $c'^2$ cancel, leaving $\kappa c'[Z+(-Z+\delta)]^2=\kappa c'\delta^2$. The product of the squared frequencies is thus $\kappa c'\delta^2/(M_1M_2)$. For small $\delta$ the upper one is close to $\omega_L^2$, the longitudinal value found next, so the false acoustic frequency obeys

$$\omega_{\rm false}^2\approx\frac{c'\delta^2}{M_1+M_2}\frac{\omega_T^2}{\omega_L^2}.$$

The charges should be made to sum to zero before the term is added.

## Cubic crystal with two ions

Let $Z_1=Z$, $Z_2=-Z$ and $w=u_1-u_2$. Cubic symmetry makes $Z$, $\varepsilon^\infty$ and the zero-field constant $\kappa$ scalars. The equations of motion are

$$M_1\ddot u_1=-\kappa w+ZE,\qquad M_2\ddot u_2=\kappa w-ZE .$$

Divide each by its mass and subtract, using $1/\mu=1/M_1+1/M_2$:

$$\mu\ddot w=-\kappa w+ZE .$$

For the two transverse modes $n\cdot w=0$, so $E=0$ and $\omega_T^2=\kappa/\mu$. For the longitudinal mode $E=-4\pi Zw/(\Omega\varepsilon^\infty)$, so

$$\omega_L^2=\omega_T^2+\Delta^2,\qquad \Delta^2=\frac{4\pi Z^2}{\Omega\mu\varepsilon^\infty}.$$

The splitting vanishes for $Z=0$, as in a two-atom crystal with identical atoms related by inversion. A larger electronic permittivity reduces it at fixed $Z$ and $\omega_T$.

## Static permittivity

At fixed cell shape, a static field moves the ions until $C^0u=Z^TE$. With $C^{0+}$ the inverse on the space without uniform translations, $u=C^{0+}Z^TE$. Substitution in $D$ gives

$$\varepsilon^0=\varepsilon^\infty+\frac{4\pi}{\Omega}ZC^{0+}Z^T .$$

The frequencies contain the same information. For a positive definite matrix $A$,

$$\det(A+gvv^T)=\det A\,\det(1+gA^{-1}vv^T)=\det A\,(1+gv^TA^{-1}v).$$

The last step holds because $1+gA^{-1}vv^T$ leaves vectors orthogonal to $v$ unchanged and multiplies $A^{-1}v$ by $1+gv^TA^{-1}v$. Apply this to the optical part of $D^0$, assumed stable. Neutrality keeps $v$ within that part, and the masses cancel in $v^TA^{-1}v=n^TZC^{0+}Z^Tn$. Therefore

$$\prod_{\rm optical}\frac{\omega_i^2(n)}{\omega_i^2}
=1+\frac{4\pi}{\Omega}\frac{n^TZC^{0+}Z^Tn}{n^T\varepsilon^\infty n}
=\frac{n^T\varepsilon^0n}{n^T\varepsilon^\infty n}.$$

This is the general Lyddane–Sachs–Teller relation. For the triclinic crystal and the oblique direction given earlier, both sides are 1.509643. In the cubic diatomic case the transverse factors cancel and $\omega_L^2/\omega_T^2=\varepsilon^0/\varepsilon^\infty$.

## Numbers in the range of NiO

Take a rocksalt crystal with lattice constant 4.20 Å, $Z=2.20$, $\varepsilon^\infty=5.50$, transverse energy 50.0 meV and masses 58.69 and 16.00 u. These are round inputs, not a first-principles calculation of NiO. Then

$$\Omega=\frac{4.20^3}{4}=18.522\ \text{Å}^3,\qquad
\mu=\frac{58.69\times16.00}{74.69}=12.572\ \text{u}.$$

In eV and Å, the squared charge unit is $14.400$ eV Å and $\hbar^2/\text{u}=4.180\times10^{-3}$ eV Å². Hence

$$(\hbar\Delta)^2=\frac{4\pi(2.20)^2(14.400)}{18.522\times5.50}\,
\frac{4.180\times10^{-3}}{12.572}\ \text{eV}^2=(53.46\ \text{meV})^2 .$$

The longitudinal energy is $\sqrt{50.00^2+53.46^2}=73.20$ meV, or 590 cm⁻¹; the transverse one corresponds to 403 cm⁻¹. The splitting is 23.2 meV, and $\varepsilon^0=5.50(73.20/50.00)^2=11.79$.

A relative displacement of 0.010 Å gives a zero-field polarization of 1.90 µC/cm². In the longitudinal wave the opposing field has magnitude 3.91 MV/cm. Since $n\cdot D=0$, the total polarization there is $-\mathcal E/4\pi$, smaller than the zero-field value by the factor $\varepsilon^\infty$.

A polarizable-ion lattice was given the same $Z$ and $\varepsilon^\infty$, and its springs were set to put the zero-field optical modes at 50 meV. Its Coulomb sum near $q=0$ then gives 50.000, 50.000 and 73.201 meV. The first two values test that the field term leaves the transverse modes unshifted; the last tests the size of the splitting. Its bare charge is 0.880, a model parameter and not the charge of Ni. At cubic sites the local field is $E+4\pi P/3$. With $x=4\pi\alpha/(3\Omega)$ and $\alpha$ the summed polarizability, zero field gives $P=Qw/\Omega+xP$, so $Z=Q/(1-x)$. Clamped ions give $\varepsilon^\infty-1=3x/(1-x)$. Thus $Z=Q(\varepsilon^\infty+2)/3$, and $Q=3(2.20)/7.50=0.880$.

Input errors matter. If $\varepsilon^\infty$ is 20% too large at fixed $Z$ and $\omega_T$, the longitudinal energy falls by 3.33 meV. A charge-sum error of 0.050 creates a false acoustic gap of 0.34 meV.

## Where the bulk limit fails

**Light.** For a transverse field, $w=ZE/[\mu(\omega_T^2-\omega^2)]$, so

$$\varepsilon(\omega)=\varepsilon^\infty\left(1+\frac{\Delta^2}{\omega_T^2-\omega^2}\right)
=\varepsilon^\infty\frac{\omega_L^2-\omega^2}{\omega_T^2-\omega^2}.$$

Maxwell's equations require $c_0^2q^2=\omega^2\varepsilon(\omega)$, with $c_0$ the speed of light. Set $q_\gamma=\omega_T\sqrt{\varepsilon^\infty}/c_0$, here $5.94\times10^{-4}$ nm⁻¹. For $q\gg q_\gamma$ the phonon-like branch shifts by approximately $-\tfrac12(q_\gamma/q)^2\Delta^2/\omega_T$. Back-scattering of 532 nm light, with refractive index $\sqrt{\varepsilon^\infty}$, has $q=4\pi\sqrt{5.50}/532=0.0554$ nm⁻¹. The shift there is $-0.0033$ meV. This $q$ only sets a scale: in ideal rocksalt, inversion symmetry forbids first-order Raman scattering by these phonons. Lattice dispersion at this $q$ along a cube axis shifts both branches by less than 0.001 meV in the polarizable-ion model.

**Free carriers.** Undamped carriers of density $N$ and mass $m$ add $-\varepsilon^\infty\omega_p^2/\omega^2$ to the permittivity, with $\omega_p^2=4\pi N/(\varepsilon^\infty m)$. Setting the total to zero gives

$$\omega^4-(\omega_L^2+\omega_p^2)\omega^2+\omega_p^2\omega_T^2=0 .$$

For $10^{18}$ cm⁻³ and the free-electron mass, $\hbar\omega_p=15.83$ meV and the upper root lies 0.93 meV above $\hbar\omega_L$. A heavier mass lowers $\omega_p$. This is an illustration for mobile carriers, not an estimate for NiO: carriers there have low mobility, so damping is strong and another response function is required.

**Thin films.** Consider a film of thickness $t$ in vacuum and a wave along its plane, with potential $\cosh qz$ inside and a decaying exponential outside. Continuity of potential and normal $D$ gives $\varepsilon(\omega)\tanh(qt/2)=-1$. With $X=\coth(qt/2)$,

$$\omega^2=\frac{\varepsilon^\infty\omega_L^2+X\omega_T^2}{\varepsilon^\infty+X}.$$

At this frequency $\varepsilon=-X$, so the field inside is $E=4\pi P/(\varepsilon-1)=-4\pi P/(1+X)$. As $qt\to0$, $X\to\infty$: the field inside vanishes for a given polarization, and the mode returns to $\omega_T$. For $t=20$ nm and $q=0.010$ nm⁻¹ its energy is 59.3 meV, not 73.2 meV. The film also has waves whose potential vanishes at both faces. They leave no field outside, satisfy $\varepsilon=0$ and stay at $\omega_L$. So does a displacement normal to the film that is uniform over its whole area ($q=0$), for which $D=0$ inside.

**Magnetism and heat.** If magnetic order raises the zero-field mode polarized along its axis by 3 meV, an illustrative input whose size and sign are not established here for NiO, the longitudinal energy for $q$ along that axis rises by about 2 meV at fixed $Z$ and $\varepsilon^\infty$. For heating from 300 to 400 K, take a volume expansion of $4\times10^{-5}$ K⁻¹ and $-d\ln\omega_T/d\ln\Omega=2.5$, both rough, with $Z$ and $\varepsilon^\infty$ fixed. The transverse and longitudinal energies fall by about 0.5 and 0.4 meV. Intrinsic anharmonic shifts and linewidths are not included.

**The real material.** Bulk NiO has transverse and longitudinal energies of roughly 50 and 70 meV, so the chosen parameters are in its range. NiO layers in resistive memories are thin and contain defects. Of the departures sized here, finite thickness moves the number most: about 14 meV for the nearly uniform in-plane wave in the stated vacuum-bounded film at the stated $q$. The shift depends on $qt$ and approaches the whole 23 meV splitting as $qt\to0$. Waves whose potential is nonzero inside and vanishes at both faces keep the bulk longitudinal value. Metal electrodes change the outer boundary condition: between ideal shorted electrodes, a uniform displacement normal to the film has no field and lies at $\omega_T$, not at $\omega_L$ as in vacuum. The 14 meV shift should therefore not be carried over to a contacted device. For the NiO-range example, the numerical output lists the round inputs and the results.

## Values computed for the example and the checks

```
TRICLINIC TEST CRYSTAL
Ewald splitting change: 1.4e-17 a.u.
Force-constant error, q=2e-5/bohr: 9.3e-10 a.u.
Same with Born indices swapped: 2.0e-03 a.u.
Remainder ratio on halving q: 3.999
Top mode, zero field: 100.334 meV
Top mode, q along x: 100.335 meV
Top mode, q along y: 100.335 meV
Top mode, q along z: 100.479 meV
LST ratio from modes, oblique q: 1.509643
LST ratio from permittivities: 1.509643
NiO-RANGE EXAMPLE (round inputs)
Lattice constant: 4.20 angstrom
Cell volume: 18.522 angstrom^3
Masses Ni, O: 58.69, 16.00 u
Reduced mass: 12.572 u
Born charge: 2.20 e
Electronic permittivity: 5.50
Transverse energy: 50.00 meV = 403.3 cm^-1
Field term, square root: 53.46 meV
Longitudinal energy: 73.20 meV = 590.4 cm^-1
Splitting: 23.20 meV
Static permittivity: 11.79
Lattice-sum TO, TO, LO: [50.    50.    73.201] meV
Model bare ion charge: 0.880 e
Relative displacement: 0.010 angstrom
Zero-field polarization: 1.903 uC/cm2
Longitudinal field size: 3.908 MV/cm
NEGLECTED EFFECTS AND INPUT ERRORS
Laser wavelength: 532 nm
Raman wavevector: 0.0554 nm^-1
Light-line wavevector at TO: 5.94e-04 nm^-1
Retardation shift of TO: -0.00329 meV
Dispersion shift of LO, TO: -0.00026, -0.00039 meV
Carrier density: 1.0e+18 cm^-3
Screened plasmon energy: 15.83 meV
Carrier shift of LO: 0.93 meV
Film thickness: 20 nm, in-plane q: 0.010 nm^-1
Film in-plane mode: 59.26 meV
Rough magnetic TO anisotropy: 3.0 meV
LO shift, q along magnetic axis: 2.08 meV
Rough volume expansion: 4.0e-05 K^-1
Rough TO Grueneisen parameter: 2.5
TO, LO shift 300 to 400 K: -0.50, -0.42 meV
LO shift, permittivity 20% high: -3.33 meV
Born charge sum error: 0.050 e
False acoustic gap: 0.344 meV
```
